# Comment on alchemical energy derivatives in a fixed contracted Gaussian basis

## The argument under review

The argument concerns the energy of a molecule in which one nucleus is replaced by its neighbour in the periodic table. The electron number and the geometry are kept. The energy is treated as a smooth function of the nuclear charge and expanded about the reference molecule,

\[
E(Z+1)=E(Z)+\frac{dE}{dZ}+\frac{1}{2}\frac{d^2E}{dZ^2}+\frac{1}{6}\frac{d^3E}{dZ^3}+\dots
\]

All derivatives come from the reference calculation. The argument concludes that the prediction is wrong only by the omitted terms, and that higher derivatives will cure any disagreement.

Its example is BH → CH⁺, six electrons in both cases, at a bond length of 125 pm, with restricted Hartree–Fock (RHF) and the cc-pVDZ basis. With \(c_n\) the coefficient of the \(n\)th power of the charge change, the third-order prediction in hartree is

\[
-25.1253-11.3740-0.3937+0.0824=-36.8105 .
\]

A direct RHF/cc-pVDZ calculation on CH⁺ gives −37.8929 hartree. The prediction is too high by 1.082 hartree, and the argument assigns this to truncation.

The next coefficients already make that reading doubtful. They are \(c_4=-0.0316\), \(c_5=+0.0143\) and \(c_6=-0.0036\) hartree. They alternate in sign and shrink, whereas the missing energy is −1.082 hartree. The question is therefore what number the series approaches.

## What is held fixed

I use Hartree atomic units. Let the charges be \(5+\lambda\) on the heavy nucleus, at \(\mathbf R_B\), and 1 on hydrogen, at distance \(R\). The one-electron Hamiltonian is

\[
h(\lambda)=h_0+\lambda h_1,\qquad h_1=-\frac{1}{|\mathbf r-\mathbf R_B|}.
\]

In SI form the perturbation is \(-\lambda e^2/(4\pi\varepsilon_0|\mathbf r-\mathbf R_B|)\). The nuclear repulsion is \((5+\lambda)/R\).

One more thing is fixed, and the argument does not mention it: the set \(b\) of Gaussian functions. The quantity being differentiated is \(E_b(\lambda)\), the RHF energy in boron's functions, not a basis-free \(E(Z)\). The direct calculation on CH⁺ used carbon's functions. Call its result \(E_{\rm own}\). Adding and subtracting \(E_b(1)\) gives

\[
\sum_{k=0}^{n}c_k-E_{\rm own}
=\Big[\sum_{k=0}^{n}c_k-E_b(1)\Big]+\Big[E_b(1)-E_{\rm own}\Big].
\]

The first bracket is the truncation error. The second, the basis error, does not contain \(n\). This identity holds whether or not the series converges. If it does converge to \(E_b(1)\), the first bracket vanishes and the second remains.

## The derivatives stay inside boron's basis

It must be checked that the derivatives bring in no information about carbon's functions. Let \(P\) be the spatial density matrix in the real, orthonormal orbitals of BH, with trace 3. The overlap matrix does not depend on \(\lambda\), so these orbitals remain a valid orthonormal basis. The energy is

\[
E_b=2\,{\rm Tr}(Ph)+{\rm Tr}(P\,G[P])+\frac{5+\lambda}{R},
\]

\[
G[P]_{pq}=\sum_{rs}\big[2(pq|rs)-(pr|qs)\big]P_{rs},
\]

with Fock matrix \(F=h+G[P]\). The self-consistent solution satisfies \(P^2=P\) and \([F,P]=0\).

**First derivative.** A prime denotes \(d/d\lambda\). Since \({\rm Tr}(P\,G[P'])={\rm Tr}(P'G[P])\),

\[
\frac{dE_b}{d\lambda}=2\,{\rm Tr}(Ph_1)+\frac1R+2\,{\rm Tr}(P'F).
\]

The last term vanishes. Differentiating \(P^2=P\) gives \(P'P+PP'=P'\). Multiplication by \(P\) on both sides gives \(2PP'P=PP'P\), so the occupied block of \(P'\) is zero. Multiplication by \(1-P\) on both sides shows the same for the virtual block. Thus \(P'\) has only occupied–virtual elements, while \([F,P]=0\) means that \(F\) has none. Hence

\[
\frac{dE_b}{d\lambda}=2\,{\rm Tr}[P(\lambda)h_1]+\frac1R .
\]

There is no term from moving or changing basis functions, because they do neither.

**Higher derivatives.** Write \(P=\sum_n\lambda^nP_n\) and \(F=\sum_n\lambda^nF_n\). For \(n\ge1\), \(F_n=h_n+G[P_n]\), where \(h_n\) equals \(h_1\) for \(n=1\) and zero for \(n>1\). Order \(n\) of \(P^2=P\) is

\[
P_n=P_0P_n+P_nP_0+Q_n,\qquad Q_n=\sum_{k=1}^{n-1}P_kP_{n-k}.
\]

In the occupied block \(P_0\) is the unit matrix, so \(P_n=2P_n+Q_n\), or \(P_n=-Q_n\). In the virtual block \(P_0=0\), so \(P_n=Q_n\). Call these two known blocks together \(D_n\), and let \(X_{ai}\) be the unknown element between virtual orbital \(a\) and occupied orbital \(i\). Then \(P_n=D_n+X+X^{T}\).

Order \(n\) of \([F,P]=0\) supplies \(X\):

\[
[F_0,P_n]+[F_n,P_0]+K_n=0,\qquad K_n=\sum_{k=1}^{n-1}[F_k,P_{n-k}].
\]

\(F_0\) is diagonal with the orbital energies \(\varepsilon\), so the \(ai\) element of the first commutator is \((\varepsilon_a-\varepsilon_i)X_{ai}\). That of the second is \((F_n)_{ai}\), since \(P_0\) acts as one on \(i\) and as zero on \(a\). The Coulomb part of \(G[X+X^T]\) contributes \(2(ai|bj)\) twice, and the exchange part contributes two different integrals. Therefore

\[
\sum_{bj}M_{ai,bj}X_{bj}=-\big(h_n+G[D_n]+K_n\big)_{ai},
\]

\[
M_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}+4(ai|bj)-(ab|ij)-(aj|bi).
\]

Inserting the expansion of \(P\) in the first derivative and comparing powers of \(\lambda\) gives

\[
c_1=2\,{\rm Tr}(P_0h_1)+\frac1R,\qquad
c_{n+1}=\frac{2\,{\rm Tr}(P_nh_1)}{n+1}\quad(n\ge1).
\]

Each matrix here is built from integrals over boron's and hydrogen's functions. No order can produce an orbital outside their span. Finite differences of SCF energies at fractional nuclear charge were used as a test of \(c_1\) and \(c_2\), and they agree to the six decimals printed.

## What the series approaches

The limit can be identified by a separate calculation: a real carbon nucleus carrying boron's contracted functions. It gives \(E_b(1)=-36.8309\) hartree. The partial sums differ from this value by +0.0204 hartree at third order, −0.0004 at sixth and about \(-5\times10^{-8}\) at twentieth. A finite number of terms does not prove convergence, but the numbers leave little doubt about the value being approached.

The discrepancy of the manuscript now divides as

\[
1.0823=0.0204+1.0619\ \text{hartree}.
\]

Truncation accounts for about 2% of it. The basis error is 1.062 hartree, or 28.9 eV. Going to higher order does not even reduce the total steadily. Relative to \(E_{\rm own}\), the prediction is too high by 1.000 hartree at second order, 1.082 at third and 1.051 at fourth, and it settles at 1.062.

The basis error is a difference between two variational energies in spaces neither of which contains the other, so the variational principle does not fix its sign. A larger calculation shows which side is at fault. RHF/cc-pVQZ for CH⁺ gives −37.9008 hartree. Carbon's cc-pVDZ lies 0.008 hartree above it, boron's 1.070 hartree above it. The cc-pVQZ value is itself not the Hartree–Fock limit, and it omits correlation and relativity, but it is ample for this comparison.

## Why the loss is about one hartree

Consider two core electrons in one orbital \(\phi=\sqrt{\zeta^3/\pi}\,e^{-\zeta r}\) around a charge \(Z\). Since \(|\nabla\phi|=\zeta\phi\), the kinetic energy is \(\zeta^2/2\) per electron. The radial density is \(\rho(r)=4\zeta^3r^2e^{-2\zeta r}\), which gives \(\langle1/r\rangle=\zeta\). For the repulsion, the charge inside radius \(r\) is \(1-e^{-x}(1+x+x^2/2)\) with \(x=2\zeta r\). Counting each pair of radii by its outer member, with a factor 2 for the choice of outer electron,

\[
\begin{aligned}
J&=2\zeta\int_0^\infty xe^{-x}\Big[1-e^{-x}\Big(1+x+\frac{x^2}{2}\Big)\Big]dx\\
&=2\zeta\Big[1-\frac14-\frac14-\frac3{16}\Big]=\frac58\zeta .
\end{aligned}
\]

The total, with the square completed, is

\[
\mathcal E(Z,\zeta)=\zeta^2-2Z\zeta+\frac58\zeta
=(\zeta-\zeta_Z)^2-\zeta_Z^2,\qquad \zeta_Z=Z-\frac5{16}.
\]

The best exponent is \(\zeta_Z\): 4.6875 for \(Z=5\) and 5.6875 for \(Z=6\). If the charge changes by \(\Delta Z\) while the exponent stays at its old value, the energy lies above the relaxed one by

\[
(\zeta_Z-\zeta_{Z+\Delta Z})^2=(\Delta Z)^2\ \text{hartree}.
\]

For one step in the periodic table this is 1 hartree, and in this model it does not depend on \(Z\). Evaluating the integrals by quadrature and minimizing numerically over \(\zeta\) gives the same exponents and penalty.

The model also shows at which order the loss enters. The relaxed energy is

\[
-(\zeta_Z+\Delta Z)^2=-\zeta_Z^2-2\zeta_Z\Delta Z-(\Delta Z)^2,
\]

while the frozen one is \(-\zeta_Z^2-2\zeta_Z\Delta Z\). The slopes agree. The frozen core lacks the curvature, whose coefficient should be −1 hartree.

The same distinction follows from the RHF equations. The first derivative needs the density of BH alone, which the contracted basis was made to describe. The second needs the response of that density. For \(n=1\) both \(D_1\) and \(K_1\) vanish. If \(\mathbf h\) is the vector of elements \((h_1)_{ai}\), then \(X=-M^{-1}\mathbf h\) and

\[
c_2={\rm Tr}(P_1h_1)=2\,\mathbf h^TX=-2\,\mathbf h^TM^{-1}\mathbf h
=2\min_{\mathbf x}\big(\mathbf x^TM\mathbf x+2\mathbf h^T\mathbf x\big).
\]

The last form requires \(M\) to be positive definite, that is, a reference that is stable against real, spin-restricted orbital rotations. This holds for BH here. It is weaker than full stability: the RHF solutions of BH and CH⁺ at this geometry are unstable towards spin-unrestricted solutions, and all energies in this text refer to the restricted ones. It shows that, for given occupied orbitals, extra virtual functions can lower \(c_2\) but not raise it. A contracted basis lacks virtual functions of the kind needed to shrink the 1s orbital, so its \(c_2\) is not negative enough.

## Uncontracting, and a test of the cause

Uncontracting boron's functions means using each primitive Gaussian as a separate basis function. The basis grows from 19 to 31 functions; hydrogen's remain contracted. The coefficients, in hartree, become:

| | contracted | uncontracted |
|---|---|---|
| \(c_1\) | −11.3740 | −11.3761 |
| \(c_2\) | −0.3937 | −1.3560 |
| \(c_3\) | +0.0824 | −0.0301 |

The BH energy itself changes by 0.0004 hartree and \(c_1\) by 0.002, but \(c_2\) changes by 0.962, of the size of the model's 1. If the sum \(2\,\mathbf h^TX\) is split by canonical occupied orbital, about 0.84 of this change comes from the core term and 0.13 from the two valence terms. For CH⁺ in boron's functions, contraction costs 1.050 hartree. The first three terms, \(c_0\) to \(c_2\), account for 0.965 of this, and higher orders supply the remaining 0.086. The core model has no third or higher order, so it does not explain that remainder.

A more direct test of the cause is to keep boron's contracted basis and add one function, carbon's contracted 1s. The energy of CH⁺ then falls by 0.998 hartree, which is 94% of the basis error. The same function lowers BH by 0.000007 hartree. What it supplies is freedom for the core to change its size, which CH⁺ needs and BH does not. Carbon's particular shape is not essential: the contracted 1s of nitrogen or of beryllium, added in the same way, lowers CH⁺ by 0.969 or 0.956 hartree. The other 6% has been left unassigned.

With the uncontracted functions, \(E_b(1)=-37.8812\) hartree. Carbon's own uncontracted functions give −37.8934. The basis error is now 0.0122 hartree, or 0.33 eV, smaller than before by a factor of about 87. It is not zero, because the exponents are still those chosen for boron.

Two details of the uncontracted series matter for the manuscript's recommendations.

First, uncontracting does nothing useful at first order. The sums \(c_0+c_1\) lie above the respective own-basis energies by 1.394 hartree (contracted) and 1.392 hartree (uncontracted). In the first case most of this is basis error, in the second nearly all of it is truncation. A first-order study would therefore not reveal the problem.

Second, a small total error can come from cancellation. At third order the uncontracted prediction is −37.8878 hartree, and its error relative to carbon's uncontracted basis is

\[
-0.0066+0.0122=0.0056\ \text{hartree}.
\]

The converged series has the larger error of 0.0122 hartree. The third-order result is closer because its truncation error happens to have the opposite sign, not because third order is the right place to stop.

## Where the original claim holds, and where the error cancels

In the limit of a complete basis, boron's and carbon's sets span the same space and \(E_b(1)=E_{\rm own}\). The second bracket vanishes, and the claim is then correct, provided that the series converges at \(\lambda=1\) to the state of interest. A small basis error does not guarantee this convergence. The radius of convergence belongs to \(E_b(\lambda)\) and can itself change with the basis, so convergence has to be examined in the basis actually used.

For small fractional changes the core model gives a penalty of \((\Delta Z)^2\), for example 0.01 hartree at \(\Delta Z=0.1\). Agreement at small \(\Delta Z\) is thus weak evidence for a full step.

Some energy differences are also much less affected. At a bond length of 175 pm the contracted basis error of CH⁺ is 1.0614 hartree, compared with 1.0619 at 125 pm. In the energy difference between these two geometries, the error left is −0.0005 hartree, about −0.015 eV. A small remainder is expected if most of the error sits in a core that hardly notices the bond, but this pair of distances is a favourable one. It straddles a shallow minimum of the basis error, which is 1.0587 hartree at 150 pm and 1.0757 at 100 pm. Between those two distances the error left is 0.017 hartree, or 0.46 eV. The figure concerns the limit \(E_b(1)\) at each distance; truncation errors away from 125 pm were not examined. The cancellation cannot be relied on unless both sides contain the same carbon core in the same functions. Even then it may be incomplete, because the valence part of the error can differ when the valence shell changes. The cancellation gives no help with the difference between CH⁺ and BH, where only one side carries the error.

## Requested changes

The statement that the prediction is correct up to truncation should be replaced by this one: where the series converges to the RHF solution of the target, it gives the target's energy in the reference molecule's basis. The error against the target's own basis should be reported as the two brackets above.

For at least one target, \(E_b(1)\) should be computed directly. The split needs this number, and a direct calculation supplies it without assuming that the series has converged. Where no target calculation is wanted, the reference molecule still offers a warning sign: compute \(c_2\) with contracted and uncontracted functions. Here the two values differ by 0.96 hartree although the reference energies differ by 0.0004. Agreement of the two would not exclude an error from the exponents, which both sets share.

Finally, the proposal to add fourth and fifth derivatives in the contracted basis should be withdrawn as a remedy for the 1.08 hartree discrepancy. Those terms act on the 0.02 hartree that is due to truncation. The main values are in the numerical output.

## Calculated quantities

```
bond length: 125 pm
basis functions, boron contracted: 19
basis functions, boron uncontracted: 31
E(BH), contracted: -25.125262 hartree
E(BH), uncontracted: -25.125629 hartree
Taylor coefficients: contracted, uncontracted (hartree)
  c1: -11.374039, -11.376120
  c2: -0.393672, -1.355976
  c3: 0.082430, -0.030113
  c4: -0.031569, 0.009524
  c5: 0.014337, -0.001669
  c6: -0.003569, -0.001825
finite-difference c1, c2, contracted: -11.374039, -0.393672 hartree
finite-difference c1, c2, uncontracted: -11.376120, -1.355976 hartree
E(CH+), boron basis contracted: -36.830929 hartree
E(CH+), boron basis uncontracted: -37.881206 hartree
E(CH+), carbon basis contracted: -37.892869 hartree
E(CH+), carbon basis uncontracted: -37.893390 hartree
E(CH+), cc-pVQZ: -37.900831 hartree
truncation error at order n: contracted, uncontracted (hartree)
  n=1: 3.32e-01, 1.38e+00
  n=2: -6.20e-02, 2.35e-02
  n=3: 2.04e-02, -6.63e-03
  n=4: -1.12e-02, 2.89e-03
  n=6: -4.15e-04, -6.01e-04
  n=10: 8.01e-05, -1.65e-06
  n=20: -5.48e-08, -8.94e-08
basis error, contracted: 1.061941 hartree
  the same: 28.897 eV
basis error, uncontracted: 0.012184 hartree
  the same: 0.332 eV
third-order prediction, contracted: -36.810543 hartree
third-order prediction, uncontracted: -37.887837 hartree
  minus cc-pVQZ, contracted: 1.090288 hartree
  minus cc-pVQZ, uncontracted: 0.012994 hartree
contraction cost in BH: 0.000366 hartree
contraction cost in CH+, boron basis: 1.050277 hartree
c1 contracted - uncontracted: 0.002081 hartree
c2 contracted - uncontracted: 0.962304 hartree
CH+ lowering by added carbon 1s: 0.997596 hartree
  share of contracted basis error: 93.9 %
BH lowering by added carbon 1s: 0.000007 hartree
contracted basis error at 175 pm: 1.061401 hartree
  change from 125 pm: -0.000540 hartree
core model, best exponents Z=5, 6: 4.6875, 5.6875 1/bohr
core model, frozen-exponent penalty: 1.0000 hartree
```
